\section*{Temperature drop across a thermal interface layer on a silicon chip}

\section{The problem}

A square silicon die, 1 cm on a side and 0.7 mm thick, is cooled through a metal lid. The heat is produced at the face of the die that points away from the lid. Between die and lid lies a layer of filled grease, 50 $\mu$m thick, with conductivity 5 W/mK. The silicon is warm, and its conductivity is roughly 120 W/mK. In steady state 100 W passes through the die and the grease into the lid.

(a) What is the temperature drop across the grease?

(b) The heat is now produced unevenly, with the same total. What remains of the answer to (a), and how large is the drop at the hottest place if the power density varies by $\pm 50\,\%$ across the die?

(c) How far do contact resistance, a conductivity that depends on temperature, a tilted die and heat loss from the rim of the grease move the answer?

\section{A tempting solution}

Start with the silicon. The flux is 100 W/cm$^2$, or $10^6$ W/m$^2$, so the drop across the die is
\begin{equation}
\Delta T_{\rm Si}=\frac{(10^6\ \mathrm{W/m^2})(0.7\times10^{-3}\ \mathrm{m})}{120\ \mathrm{W/mK}}=5.83\ \mathrm{K}.
\end{equation}
The grease carries the same heat through the same area, but it is $700/50=14$ times thinner. Its drop should therefore be 14 times smaller, $5.83/14\approx0.42$ K. On this reckoning the grease hardly matters, and any effort should go into thinning the silicon.

\section{Where it fails}

The value for the silicon is right, and so is the statement that both layers carry the same heat. The fault lies in the scaling by thickness. A drop is a temperature gradient multiplied by a thickness, so dividing by 14 assumes that the gradient is the same in both materials. What the two layers share is the heat flux. By Fourier's law the flux is conductivity times gradient, and a poorer conductor needs a steeper gradient to pass the same flux.

The silicon conducts $120/5=24$ times better than the grease. The gradient in the grease is therefore 24 times that in the silicon, and the estimate of 0.42 K is too small by this factor.

\section{The drop under uniform heating}

Let $z$ run from the lid ($z=0$) to the die ($z=t$), where $t$ is the thickness of the grease. Heat flows towards the lid, in the direction of decreasing $z$. We count the flux $q$ as positive in that direction. Fourier's law then reads
\begin{equation}
q=k\,\frac{dT}{dz},
\label{fourier}
\end{equation}
without a minus sign, because the temperature rises with $z$ while the heat flows the other way.

Assume that the heating is uniform, that the sides are insulated, and that the grease has uniform thickness and constant conductivity $k$. Consider a slice of the grease between $z$ and $z+dz$. In steady state its energy does not change, and no heat is produced in it. The heat entering at one face must leave at the other, so $dq/dz=0$. The flux has the same value at every depth, fixed by the total power $P$ and the area $A$:
\begin{equation}
q=\frac{P}{A}.
\end{equation}
With $q$ and $k$ constant, integration of (\ref{fourier}) across the layer gives
\begin{equation}
\Delta T=T(t)-T(0)=\int_0^t\frac{q}{k}\,dz=\frac{qt}{k}=\frac{Pt}{kA}.
\label{drop}
\end{equation}
This has the form of Ohm's law, $\Delta T=PR$, with the thermal resistance $R=t/(kA)$. The area must be in square metres, $1\ \mathrm{cm^2}=10^{-4}\ \mathrm{m^2}$:
\begin{align}
R&=\frac{50\times10^{-6}\ \mathrm{m}}{(5\ \mathrm{W/mK})(10^{-4}\ \mathrm{m^2})}=0.100\ \mathrm{K/W},\\
\Delta T&=(100\ \mathrm{W})(0.100\ \mathrm{K/W})=10\ \mathrm{K}.
\end{align}
This answers (a). It agrees with the repaired estimate, $0.42\times24\approx10$ K.

The gradient in the grease is $10\ \mathrm{K}/50\ \mu\mathrm{m}=0.20$ K/$\mu$m, against $5.83/700\approx0.0083$ K/$\mu$m in the silicon. The thin layer thus has a larger drop than the die. In terms of resistance, 50 $\mu$m of this grease equals $50\times24=1200\ \mu$m of silicon.

A quantity free of the die area is the area-specific resistance $t/k=10$ mm$^2$K/W. Multiplied by the flux, 1 W/mm$^2$, it again gives 10 K. At fixed total power, a die of half the area would have twice the flux and twice the drop.

\section{Uneven heating: the mean drop}

A working chip has busy and idle regions. Let the temperature in the grease depend on $x$ and $y$ as well as on $z$. For constant $k$, energy conservation in steady state is
\begin{equation}
k\left(\frac{\partial^2T}{\partial x^2}+\frac{\partial^2T}{\partial y^2}+\frac{\partial^2T}{\partial z^2}\right)=0.
\end{equation}
Define the mean temperature at depth $z$ by $\bar T(z)=A^{-1}\int T\,dx\,dy$, and average the equation over the cross-section. The divergence theorem in the plane turns the first two terms into an integral around the rim:
\begin{equation}
k\,\frac{d^2\bar T}{dz^2}+\frac{k}{A}\oint\frac{\partial T}{\partial n}\,dl=0,
\end{equation}
where $n$ is the outward normal of the rim. Insulated sides mean $\partial T/\partial n=0$, so the rim integral vanishes and $k\,d\bar T/dz$ does not depend on $z$. It is the mean flux, which equals $P/A$ because all the heat crosses the layer. Integration from $0$ to $t$ gives
\begin{equation}
\bar T(t)-\bar T(0)=\frac{Pt}{kA}.
\end{equation}
The 10 K of part (a) survives as the area average of the drop, whatever the power map. The argument needs uniform thickness and conductivity, but it does not need a lid at uniform temperature.

The average can hide a great deal. Take a power density that falls as $e^{-x/(2\,\mathrm{mm})}$ from one edge of the die to the other, with the total kept at 100 W and the lid at one temperature. A two-dimensional finite-volume solution of the heat equation, with both silicon and grease divided into cells, gives a mean drop of 10.0 K and a largest drop of 32.6 K.

\section{Uneven heating: the peak drop}

For the second half of (b) we choose a map that can be solved by hand:
\begin{equation}
q_{\rm top}(x)=q_0\left[1-m\cos\kappa x\right],\qquad \kappa=\frac{2\pi}{W},
\end{equation}
with $q_0=P/A$, $m=0.5$ and die width $W=1$ cm. The power density is greatest along the middle line $x=W/2$, where $\cos\kappa x=-1$. The lid is held at one temperature, taken as zero.

Let $\zeta$ run from the lower face of the die ($\zeta=0$, touching the grease) to its heated face ($\zeta=d$), and let $k_s$ be the conductivity of silicon. The grease is much thinner than the scale $1/\kappa$ of the pattern: $\kappa t=628.3\times50\times10^{-6}\approx0.03$. Sideways conduction in it can be neglected, and each spot passes the flux $hT(x,0)$, with $h=k/t=10^5$ W/m$^2$K. The conditions on the die are
\begin{equation}
k_s\frac{\partial T}{\partial\zeta}\Big|_{0}=hT(x,0),\qquad
k_s\frac{\partial T}{\partial\zeta}\Big|_{d}=q_{\rm top}(x).
\end{equation}
The problem is linear, so the uniform part and the cosine part can be treated separately. The uniform part gives the drop $q_0/h=q_0t/k$, as before. For the other part write $T=-\Theta(\zeta)\cos\kappa x$. Its slope along $x$ is proportional to $\sin\kappa x$, which vanishes at $x=0$ and $x=W$, as insulated sides require. Laplace's equation becomes $\Theta''=\kappa^2\Theta$, with the solution
\begin{equation}
\Theta=a\cosh\kappa\zeta+b\sinh\kappa\zeta.
\end{equation}
At $\zeta=0$ we have $\Theta=a$ and $\Theta'=\kappa b$. The lower condition gives $k_s\kappa b=ha$, so $b=ha/(k_s\kappa)$. The upper condition is
\begin{equation}
k_s\kappa\left(a\sinh\kappa d+b\cosh\kappa d\right)=mq_0.
\end{equation}
Inserting $b$ gives
\begin{equation}
a\left(k_s\kappa\sinh\kappa d+h\cosh\kappa d\right)=mq_0.
\end{equation}
The modulation of the flux that reaches the grease has the amplitude $ha$. Dividing the bracket by $h$, we find $ha=mq_0F$ with
\begin{equation}
F=\frac{1}{\cosh\kappa d+(k_s\kappa/h)\sinh\kappa d}.
\label{F}
\end{equation}
The local drop is the local flux divided by $h$:
\begin{equation}
\Delta T(x)=\frac{q_0t}{k}\left[1-mF\cos\kappa x\right],\qquad
\Delta T_{\rm peak}=\frac{q_0t}{k}(1+mF).
\end{equation}

Here $\kappa d=0.440$ and $k_s\kappa/h=0.754$, which give $F=0.694$. The peak drop is
\begin{equation}
\Delta T_{\rm peak}=10\ \mathrm{K}\times(1+0.5\times0.694)=13.5\ \mathrm{K}.
\end{equation}
The silicon spreads the heat sideways and reduces the modulation from 50\,\% to about 35\,\%. The result depends on the pattern as well as on its amplitude. A single half-wave across the die, with $\kappa=\pi/W$ and the same $m$, is spread less: it has $F=0.90$ and a peak drop of 14.5 K.

Two limits show what controls the spreading. For a very thin die, $d\to0$ at fixed $\kappa$, the hyperbolic functions give $F\to1$: the power map is printed unchanged on the grease, and the peak would be 15 K. For a fine pattern, $\kappa d\gg1$, both hyperbolic functions approach $e^{\kappa d}/2$, and
\begin{equation}
F\approx\frac{2e^{-\kappa d}}{1+k_s\kappa/h}.
\end{equation}
A periodic pattern whose wavelength is small compared with the die thickness is therefore smoothed out before it reaches the grease. An isolated hot spot is a different case. However small it is, its cosine series also contains long wavelengths, and these pass through the die. The silicon removes the fine shape of the spot but not its excess power, which arrives spread over a region of the order of a millimetre and still raises the local drop. Thinning the die has two effects at a fixed uneven power map: it lowers the mean drop in the silicon and raises the peak drop in the grease.

\section{Other corrections}

For part (c) we return to uniform heating and change one thing at a time.

\subsection{Contact resistance}

Heat also meets a resistance where the grease touches each solid. Let this be $r$ per unit area at each face. The same flux crosses both contacts and the grease, so the drops add:
\begin{equation}
\Delta T=q\left(\frac{t}{k}+2r\right).
\end{equation}
With an assumed $r=1$ mm$^2$K/W the sum is $10+2=12$ mm$^2$K/W, and the drop is 12 K. The contacts also limit what a thinner layer can achieve. Halving $t$ at fixed $r$ lowers the total from 12 K to 7 K, not to 6 K.

\subsection{Conductivity that depends on temperature}

Let $\theta=T-T_{\rm lid}$, and let the conductivity be $k(1+\beta\theta)$, with $k$ its value at the lid temperature. The flux is still constant, so $q\,dz=k(1+\beta\theta)\,d\theta$. Integration across the layer gives
\begin{equation}
\frac{qt}{k}=\Delta T+\frac{\beta}{2}\Delta T^2 .
\end{equation}
Write $D=qt/k$. The root that tends to $D$ as $\beta\to0$ is
\begin{equation}
\Delta T=\frac{\sqrt{1+2\beta D}-1}{\beta}\approx D-\frac{\beta D^2}{2},
\end{equation}
where the last form is the expansion for $|\beta D|\ll1$. For an assumed fall of 0.1\,\% per kelvin, $\beta=-10^{-3}$ K$^{-1}$, the correction is $+0.05$ K and the drop is 10.05 K.

\subsection{A tilted die}

Suppose the thickness $t(x)$ rises linearly from 40 $\mu$m at one edge to 60 $\mu$m at the other. The trial solution in the silicon
\begin{equation}
T=\frac{q\,t(x)}{k}+\frac{q\zeta}{k_s}
\end{equation}
is linear in $x$ and $\zeta$, so it satisfies Laplace's equation. It has the flux $q$ at the heated face. At the lower face the silicon delivers $q$, and the grease accepts $kT(x,0)/t(x)=q$. The local drop is then $qt(x)/k$, running from 8 K to 12 K.

The trial solution fails at the two insulated edges, because its slope along $x$, 0.4 K/mm, is not zero there. To estimate the repair, treat the die as a thin sheet whose temperature excess $\theta$ depends on $x$ alone. The heat balance of a strip is $k_sd\,\theta''=h\theta-q$, so a disturbance at an edge decays as $e^{-s/\ell}$, where $s$ is the distance from the edge and
\begin{equation}
\ell=\sqrt{\frac{k_sd}{h}}=\sqrt{\frac{120\times0.7\times10^{-3}}{10^5}}\ \mathrm{m}\approx0.92\ \mathrm{mm}.
\end{equation}
To cancel the slope at the edge, the disturbance needs an amplitude of about $0.4\times0.92\approx0.4$ K. It raises the drop at the thin edge and lowers it at the thick one. Since $d$ is not small compared with $\ell$, this is an estimate. The finite-volume solution gives extremes of 8.3 K and 11.6 K, in line with it.

\subsection{Heat lost from the rim}

The rim of the grease has the area $4\times10\ \mathrm{mm}\times0.05\ \mathrm{mm}=2$ mm$^2$. With a rough air coefficient of 10 W/m$^2$K and an assumed excess of 50 K over the air, the loss is
\begin{equation}
10\times(2\times10^{-6})\times50\ \mathrm{W}=1\ \mathrm{mW}.
\end{equation}
This is $10^{-5}$ of the power carried, so treating the sides of the grease as insulated is safe here.

\section{The numbers beside a real package}

Filled greases have conductivities of roughly a few W/mK and are applied in layers some tens of micrometres thick, so the grease in this problem is of a realistic kind. An average of 100 W/cm$^2$ is a heavy load, of the order met in high-performance processors. With busy and idle regions on the die, the heating of such a chip is not uniform. In this model the full-wave cosine map with a 50\,\% modulation raises the largest local drop from 10 K to 13.5 K, and a more concentrated source can move it much further, as the exponential map shows. Contact resistance of the assumed size adds 2 K, and a tilt of $\pm20\,\%$ changes the local drop by up to about 1.7 K. A real lid is also not at one temperature, which alters the peak values but not the mean drop.

Two of the inputs need care. The power $P$ is the heat that crosses the grease. If part of the chip's power leaves through the circuit board, the mean drop falls in proportion. The conductivity $k$ is an effective value for a mixture of particles and a softer matrix. It describes the layer well if the particles are small compared with the thickness. If they are not, a value measured on a thick sample may not apply, and it is safer to use the resistance measured for a layer of the actual thickness. Such a measurement between two solids already includes the contacts, and the term $2r$ must then not be added again.

Numbers in the example were calculated in double precision.
